\section*{Melting-Onset Fluence of a Thick, Opaque Phase-Change Layer}

\section{What is being asked}

\textbf{Q.} A laser pulse writes a phase-change layer by melting it. Melting needs a certain energy, so why should the pulse duration matter at all?

\textbf{A.} Because the energy has to be present near the surface at one moment. During a long pulse, some of the early heat has already left when the last light arrives. We need the incident energy per area, the fluence $F$, at which some point of the layer first reaches the melting temperature $T_m$.

\textbf{Q.} First reaches it, or melts?

\textbf{A.} First reaches it. That is the onset, and it includes neither latent heat nor superheating. The model is as follows. The layer fills $z>0$ and starts at $T_0$. Its heat capacity per volume $C$, conductivity $k$, reflectivity $R$ and absorption length $d$ are constant. The power is constant during $0<t<\tau$, the spot is wide enough for heat to flow along $z$ alone, and no heat leaves through the bare surface. With $\theta=T-T_0$,
\begin{equation}
C\,\frac{\partial\theta}{\partial t}=k\,\frac{\partial^2\theta}{\partial z^2}
+\frac{(1-R)F}{\tau d}\,e^{-z/d},\qquad
\left.\frac{\partial\theta}{\partial z}\right|_{z=0}=0 .
\label{heat}
\end{equation}
The source is positive during the pulse and zero afterwards. Its integral over depth and time is $(1-R)F$, the absorbed energy per area. ``Opaque'' means that the layer is much thicker than $d$. ``Thick'' also requires that heat does not reach the back face during the pulse.

\section{One flash of heat}

\textbf{Q.} The source is spread over depth and time. How do you avoid a numerical solution?

\textbf{A.} The equation is linear, so I take one instantaneous deposit first and add up deposits later. If all the energy arrived at once, the initial rise would be
\begin{equation}
\theta(z,0)=A\,e^{-z/d},\qquad A=\frac{(1-R)F}{Cd},
\end{equation}
since $CA\int_0^\infty e^{-z/d}dz=CAd=(1-R)F$. To satisfy the insulated surface, extend the profile evenly to $Ae^{-|z|/d}$ on the whole line. An even profile stays even, so its slope at $z=0$ vanishes at all later times. On the whole line heat spreads with a Gaussian of variance $2Ds$ after a time $s$, where $D=k/C$. The surface rise is then $A\,K(s)$, with
\begin{align}
K(s)&=\int_{-\infty}^{\infty}e^{-|z|/d}\,\frac{e^{-z^2/4Ds}}{\sqrt{4\pi Ds}}\,dz\\
&=\frac{1}{\sqrt{\pi Ds}}\int_0^\infty
\exp\!\left(-\frac{z^2}{4Ds}-\frac zd\right)dz .
\end{align}
Completing the square gives
\begin{equation}
\frac{z^2}{4Ds}+\frac zd=y^2-\frac{Ds}{d^2},\qquad
y=\frac{z}{2\sqrt{Ds}}+\frac{\sqrt{Ds}}{d}.
\end{equation}
With $dz=2\sqrt{Ds}\,dy$ and the lower limit $y=\sqrt{Ds}/d$,
\begin{equation}
K(s)=\frac{2}{\sqrt\pi}\,e^{Ds/d^2}\int_{\sqrt{Ds}/d}^{\infty}e^{-y^2}dy
=E\!\left(\frac{Ds}{d^2}\right),\quad
E(v)=e^{v}\,\mathrm{erfc}\sqrt v .
\label{kernel}
\end{equation}
This starts at $E(0)=1$, as it must.

\section{Where and when it is hottest}

\textbf{Q.} You are watching the surface. Could the hottest point lie below it, or occur after the pulse?

\textbf{A.} Neither, for a bare surface. Take depth first. Let $f(z)=e^{-|z|/d}$ and let $G$ be the spreading Gaussian. The slope of the spread profile is the convolution of $f'$ with $G$. Since $f'$ is odd, for $z>0$
\begin{equation}
\frac{\partial}{\partial z}(f*G)=\int_0^\infty f'(z')\,[G(z-z')-G(z+z')]\,dz'<0 .
\end{equation}
Here $f'(z')$ is negative, and the bracket is positive because $|z-z'|<z+z'$ and $G$ falls with distance. Each deposit is therefore hottest at the surface, and so is their sum.

For the timing, substitute $z=\sqrt{2Ds}\,\xi$ in the first form of $K$. It becomes the average of $\exp(-\sqrt{2Ds}\,|\xi|/d)$ over a normal variable $\xi$ of unit variance. This is positive and falls as $s$ grows. Adding the deposits gives
\begin{equation}
\theta(0,t)=\frac A\tau\int_0^tK(s)\,ds\quad(t\le\tau),\qquad
\theta(0,t)=\frac A\tau\int_{t-\tau}^{t}K(s)\,ds\quad(t>\tau).
\end{equation}
The first expression grows at the rate $AK(t)/\tau>0$. The second changes at the rate $A[K(t)-K(t-\tau)]/\tau<0$. The peak is at the surface, at $t=\tau$.

\section{The threshold}

\textbf{Q.} Then you still owe me the integral of that exponential times an error function.

\textbf{A.} Differentiate $E$ instead. The derivative of $\mathrm{erfc}\sqrt v$ is $-(2/\sqrt\pi)e^{-v}/(2\sqrt v)$, so
\begin{equation}
E'(v)=E(v)-\frac{1}{\sqrt{\pi v}}
\quad\Longrightarrow\quad E(v)=E'(v)+\frac{1}{\sqrt{\pi v}} .
\end{equation}
Integrating from $0$ to $u$ with $E(0)=1$,
\begin{equation}
H(u)\equiv\int_0^uE(v)\,dv=2\sqrt{\frac u\pi}-1+E(u).
\end{equation}
Now set $v=Ds/d^2$, so that $ds=(d^2/D)\,dv$, and define $u=D\tau/d^2$. The peak rise is
\begin{equation}
\theta(0,\tau)=\frac{A}{\tau}\frac{d^2}{D}H(u)=A\,\frac{H(u)}{u}
=\frac{(1-R)F}{Cd}\,\frac{H(u)}{u}.
\end{equation}
Setting it equal to $\Delta T=T_m-T_0$ and solving for $F$,
\begin{equation}
F_m=F_0\,\frac{u}{2\sqrt{u/\pi}-1+E(u)},\qquad
F_0=\frac{C\,\Delta T\,d}{1-R}.
\label{main}
\end{equation}
The number $u$ compares the pulse duration with $d^2/D$, the time heat needs to diffuse about one absorption length.

\section{Short pulses}

\textbf{Q.} I was promised a threshold that does not depend on duration. I see $u$ everywhere.

\textbf{A.} Independence is a limit. For small $v$,
\begin{equation}
E(v)=(1+v+\dots)\left(1-2\sqrt{\frac v\pi}+\dots\right)
=1-2\sqrt{\frac v\pi}+v+O(v^{3/2}).
\end{equation}
Integrating term by term and dividing by $u$,
\begin{equation}
\frac{H(u)}u=1-\frac{4}{3}\sqrt{\frac u\pi}+\frac u2+\dots,\qquad
\frac{F_m}{F_0}=1+\frac{4}{3}\sqrt{\frac u\pi}+O(u).
\label{short}
\end{equation}
As $u\to0$ the threshold becomes $F_0$. The heat stays where the light put it, so the conductivity drops out and the energy need only heat a depth $d$.

\textbf{Q.} A correction in $\sqrt u$ dies slowly.

\textbf{A.} Yes. Making the pulse a hundred times shorter reduces the leading correction only tenfold. It is not enough for $\tau$ to be somewhat below $d^2/D$: solving Eq.~(\ref{main}) for $F_m=1.1F_0$ gives $\tau\approx0.017\,d^2/D$.

\section{Long pulses}

\textbf{Q.} And the square root?

\textbf{A.} For large $u$, $E(u)\approx1/\sqrt{\pi u}$ becomes small. Factor the largest term out of the denominator:
\begin{align}
\frac{F_m}{F_0}&=\frac{u}{2\sqrt{u/\pi}}
\left[1-\frac{\sqrt\pi}{2\sqrt u}+O(u^{-1})\right]^{-1}\\
&=\frac{\sqrt{\pi u}}2\left[1+\frac{\sqrt\pi}{2\sqrt u}+O(u^{-1})\right]
=\frac{\sqrt{\pi u}}2+\frac\pi4+O(u^{-1/2}).
\label{long}
\end{align}
In the leading term $\sqrt u=\sqrt{D\tau}/d$ cancels the $d$ in $F_0$, and $C\sqrt D=\sqrt{kC}$. Hence
\begin{equation}
F_m\to\frac{\Delta T}{2(1-R)}\sqrt{\pi kC\tau}.
\label{longlaw}
\end{equation}
The heated depth is now of order $\sqrt{D\tau}$, and the energy needed grows with it. The absorption length survives in the constant $\pi F_0/4$, which matters less and less relative to the leading term.

\textbf{Q.} How would I recognise an intermediate case in data?

\textbf{A.} By the local slope on a double logarithmic plot. Since $H'=E$,
\begin{equation}
\frac{d\ln F_m}{d\ln\tau}=1-\frac{u\,E(u)}{H(u)}=1-E(u)\frac{F_m}{F_0}.
\label{slope}
\end{equation}
It is positive, because $H/u$ is the average of the falling function $E$ over $(0,u)$ and so exceeds its end value $E(u)$. It tends to $0$ for short pulses and to $1/2$ for long ones.

\section{Numbers for a telluride layer}

\textbf{Q.} Give me a case.

\textbf{A.} Take a crystalline telluride phase-change layer written at 800~nm, with rough assumed values: $d=20$~nm, $R=0.6$, $C=1.3$~J/(cm$^3$\,K), $k=0.6$~W/(m\,K), $T_0=300$~K, $T_m=900$~K and thickness 500~nm. Heating to melting takes $1.3\times600=780$~J/cm$^3$, so
\begin{equation}
F_0=\frac{780\times(20\times10^{-7})}{0.4}\ \mathrm{J/cm^2}=3.9\ \mathrm{mJ/cm^2}.
\end{equation}
The diffusivity is $4.6\times10^{-3}$~cm$^2$/s, and $d^2/D=0.87$~ns. For $\tau=10$~ns, $u=11.54$ and
\begin{equation}
F_m=3.9\times\frac{11.54}{3.833-1+0.160}=15.0\ \mathrm{mJ/cm^2}.
\end{equation}
Other durations follow in the same way:
\begin{center}
\begin{tabular}{rrrrr}
$\tau$ (ns) & $u$ & $F_m$ & Eq.~(\ref{longlaw}) & slope\\
0.01 & 0.0115 & 4.22 & 0.37 & 0.04\\
0.1 & 0.115 & 4.92 & 1.17 & 0.11\\
1 & 1.15 & 7.26 & 3.71 & 0.24\\
10 & 11.5 & 15.0 & 11.7 & 0.38\\
100 & 115 & 40.3 & 37.1 & 0.46
\end{tabular}
\end{center}
Fluences are in mJ/cm$^2$.

\textbf{Q.} Those come from your own formula. What says the formula is right?

\textbf{A.} A finite-volume solution of Eq.~(\ref{heat}), which does not use the kernel. It gives 4.219~mJ/cm$^2$ at 10~ps, against 4.218 from the formula, and 40.274 at 100~ns, against 40.276. In tests at 10~ps, 1~ns and 100~ns its peak also lay in the surface cell at the end of the pulse.

\textbf{Q.} And your claim about which property matters in which limit?

\textbf{A.} The same solution was run with one property changed and the rest held fixed. Halving $d$ multiplies the threshold by 0.54 at 10~ps but by 0.96 at 100~ns. Doubling $k$ multiplies it by 1.03 at 10~ps and by 1.38 at 100~ns, near the limiting $\sqrt2$.

\textbf{Q.} So where is the corner between the two laws?

\textbf{A.} There is no sharp corner. The laws cross where $\sqrt{\pi u}/2=1$, that is at $\tau=4d^2/(\pi D)=1.1$~ns, but there the threshold is already $1.91F_0$. It is within 10\% of the plateau only below 15~ps, and within 10\% of the square-root law only above 73~ns. Between these lies a factor of nearly 5000 in duration. For estimates, add the two laws:
\begin{equation}
F_m\approx F_0+\frac{\Delta T}{2(1-R)}\sqrt{\pi kC\tau}.
\end{equation}
On a scan of $u$ from $10^{-6}$ to $10^6$ this sum lies above Eq.~(\ref{main}), by at most about 5\%, the largest excess occurring near $u=1.9$.

\section{Other pulse shapes}

\textbf{Q.} No laser gives a perfectly flat pulse.

\textbf{A.} Write the power as $(F/\tau)\,\phi(t/\tau)$ with $\int\phi(x)\,dx=1$. The surface rise is the sum of deposits,
\begin{equation}
\theta(0,t)=A\int_{-\infty}^{t/\tau}\phi(x')\,K(t-\tau x')\,dx'.
\end{equation}
For short pulses $K\to1$, and the peak tends to $A$ whatever the shape, so $F_0$ is unchanged. How fast the limit is approached depends on the shape: for $\phi(x)=e^{-x}$, $x>0$, the threshold at $u=0.01$ is 22\% above $F_0$, against about 8\% for the flat pulse. For long pulses $K(s)\approx d/\sqrt{\pi Ds}$, and
\begin{equation}
\theta_{\max}\approx\frac{A\,d}{\sqrt{\pi D\tau}}\,J,\qquad
J=\max_x\int_{-\infty}^{x}\frac{\phi(x')}{\sqrt{x-x'}}\,dx'.
\end{equation}
The product $Ad$ does not contain $d$, and $J$ is a pure number set by the shape. The threshold still grows as $\sqrt\tau$, with a different prefactor. A flat pulse has $J=\int_0^1dx'/\sqrt{1-x'}=2$, which returns Eq.~(\ref{longlaw}). For a Gaussian pulse whose full width at half maximum equals $\tau$, the example's threshold is 5\% higher than for the flat pulse at 10~ps and 27\% higher at 100~ns.

\section{When the layer is not thick}

\textbf{Q.} Your layer is 500~nm thick. Is that thick?

\textbf{A.} For these pulses, yes. At 100~ns the diffusion length $\sqrt{D\tau}$ is 215~nm. Making the back face perfectly insulating or perfectly cold shifts the threshold by less than 0.1\%.

\textbf{Q.} And for 100~nm?

\textbf{A.} Then the result depends on what lies behind. Two ideal backs bound it, and for both of them the square root fails. Let the thickness be $L\gg d$ and let $\tau\gg L^2/D$, which is 22~ns here. With an insulated back the heat fills the layer, and
\begin{equation}
F_m\approx\frac{C\,\Delta T\,L}{1-R}=19.5\ \mathrm{mJ/cm^2},
\end{equation}
a second plateau. With a cold back the profile becomes steady. The heat flux at depth $z$ is then the power absorbed above it, $q(1-e^{-z/d})$ with $q=(1-R)F/\tau$. Integrating the temperature gradient from the surface to the cold face,
\begin{equation}
\Delta T=\frac qk\int_0^L(1-e^{-z/d})\,dz\approx\frac{q(L-d)}k,
\qquad F_m\approx\frac{k\,\Delta T\,\tau}{(1-R)(L-d)} .
\end{equation}
This grows linearly with $\tau$ and is about 112~mJ/cm$^2$ at 100~ns. The finite-volume solution gives 18.9 and 112~mJ/cm$^2$ for the two backs, on either side of the thick-layer value of 40. The insulated value lies below 19.5 because the surface is hotter than the layer's mean. A real thick substrate lies between these bounds and follows neither law for long. In perfect contact, silica ($k=1.4$~W/(m\,K), $C=1.6$~J/(cm$^3$\,K)) gives 51~mJ/cm$^2$ with slope 0.57 at 100~ns, and silicon ($k=150$~W/(m\,K), $C=1.63$~J/(cm$^3$\,K)) gives 98~mJ/cm$^2$ with slope 0.92. For much longer pulses the slope returns towards $1/2$, with the substrate's $\sqrt{kC}$ in place of the layer's; on silicon it is still 0.58 at 100~$\mu$s. All this requires a spot much wider than the diffusion length in the substrate, which for silicon is already 3~$\mu$m at 100~ns. For a finite spot the slope goes towards 1 instead: a Gaussian spot of $1/e^2$ radius 1000~nm gives, at 100~ns, 57~mJ/cm$^2$ with slope 0.68 on silica and 112~mJ/cm$^2$ with slope 1.00 on silicon.

\section{Covers and real cells}

\textbf{Q.} Memory layers are usually capped. You left the surface bare.

\textbf{A.} That is a large omission. For long pulses, treat the absorbed power as a flux entering at the interface. A half-space whose surface takes a constant flux $q$ warms by $2q\sqrt t/(\sqrt\pi\,e)$, where $e=\sqrt{kC}$ is its effusivity; this is Eq.~(\ref{longlaw}) solved for $\Delta T$. Two half-spaces in perfect thermal contact that share the flux have the same interface temperature, so each takes a part proportional to its $e$. The fluence for a given interface temperature therefore rises by the factor
\begin{equation}
1+\frac{e_{\rm cover}}{e_{\rm layer}}=2.7
\end{equation}
for a thick silica cover with $k=1.4$~W/(m\,K) and $C=1.6$~J/(cm$^3$\,K). With $R$ held at 0.6, the computed melting threshold rises by a factor of 2.5 at 100~ns, to about 103~mJ/cm$^2$. The factor is smaller because the hottest point now lies inside the layer and is warmer than the interface. At 10~ps the cover adds 19\%. These values assume perfect contact. A thermal boundary resistance of $1\times10^{-8}$ or $3\times10^{-8}$~m$^2$\,K/W lowers the 10~ps increase to 10\% or 6\%, and the 100~ns threshold to 100 or 96~mJ/cm$^2$. A real cover also changes $R$, which is left out here.

\textbf{Q.} What else have you neglected?

\textbf{A.} These are the sizes for this example, each taken alone:
\begin{itemize}
\item If $k$ doubles linearly between $T_0$ and $T_m$, the threshold rises by 2\% at 10~ps and 24\% at 100~ns.
\item At the centre of a Gaussian spot of $1/e^2$ radius 1000~nm, sideways diffusion adds 12\% at 100~ns. In a thick layer it adds 80\% at 1~$\mu$s, where the slope has risen to 0.80, so the square-root law ends once $\sqrt{D\tau}$ approaches the spot radius. A radius of 400~nm adds 60\% at 100~ns.
\item A reflectivity lower by 0.05 reduces the threshold by 11\%, and a start 50~K warmer reduces it by 8\%.
\item Superheating by 100~K would add 17\%.
\item Heat loss to air is governed by an effusivity ratio of 0.6\%. Radiation takes less than $3\times10^{-5}$ of the absorbed energy at 100~ns.
\end{itemize}

\textbf{Q.} At 10~ps, is the lattice even in step with the light?

\textbf{A.} Only approximately. Light first excites carriers, which pass their energy to the lattice. With an assumed delay of 1~ps, and carriers that stay where they were made, the threshold rises by 2\%. If the carriers diffuse during that delay they carry energy deeper, and the rise becomes 4\%, 11\% or 41\% for a carrier diffusivity of 0.01, 0.1 or 1~cm$^2$/s. If each photon makes one electron--hole pair that lives 1~ps, the density of such immobile carriers stays below $3.5\times10^{20}$~cm$^{-3}$. With the free-electron mass taken as the reduced mass of a pair, the free-carrier (Drude) response changes the relative permittivity by about $-0.2$; changes of the interband absorption are not estimated here. The absorption length implies an extinction coefficient $\lambda/(4\pi d)=3.2$, so the permittivity has a magnitude of at least $3.2^2\approx10$, and for this mass the change is at most about 2\% of it. A lighter reduced mass would raise it in inverse proportion. The pair lifetime is also an assumption and need not equal the delay. If the pairs outlive the pulse, the density reaches $3.5\times10^{21}$~cm$^{-3}$ and the change is about $-2$ for the free-electron mass and $-10$ for a fifth of it, and constant $R$ and $d$ can then no longer be taken for granted. For pulses not much longer than the delay, Eq.~(\ref{heat}) is no longer a safe description, so the plateau should not be extended to arbitrarily short pulses.

\textbf{Q.} Then can I use 4 and 40~mJ/cm$^2$ to design a photonic memory cell?

\textbf{A.} Not directly. The material values are rough assumptions, and the long-pulse number follows $k$: with $k=1.5$~W/(m\,K) the thick-layer threshold at 100~ns would be 62~mJ/cm$^2$, and 500~nm would be less than twice the diffusion length. Moreover, a 500~nm bare layer is far from a typical integrated cell, whose film is often only tens of nanometres thick, covered, and placed on a waveguide. There light is absorbed along the guide, and the incident fluence of this model is not the natural measure. Even for light falling on the surface, at 100~ns a cover in perfect contact moves the threshold from 40 to about 103~mJ/cm$^2$, while a 100~nm bare layer can need anything from 19 to 112~mJ/cm$^2$ between the two ideal backs.

\textbf{Q.} And if I want a written mark and not merely the onset?

\textbf{A.} Then you need more energy. With a rough latent heat of 800~J/cm$^3$, melting a given volume takes about as much again as heating it to $T_m$. An amorphous mark also requires the melt to cool fast enough to avoid recrystallisation, which this threshold does not address. Equation~(\ref{main}) gives the fluence at which melting becomes possible, for a flat pulse, constant properties, a spot radius many times the diffusion length, and a bare layer much thicker than $d$ and at least about twice as thick as the diffusion length. The numerical output below lists the main values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
absorption length d = 20 nm
reflectivity R = 0.60
heat capacity C = 1.30 J/(cm3 K)
conductivity k = 0.60 W/(m K)
start, melting temperature = 300, 900 K
layer thickness = 500 nm
wavelength = 800 nm
diffusivity D = 4.615e-03 cm2/s
diffusion time d^2/D = 0.867 ns
heat to reach melting = 780 J/cm3
plateau fluence F_0 = 3.900 mJ/cm2
tau(ns), u, F_m formula, F_m simulated, long law (mJ/cm2), exponent
  0.01    0.0115    4.218    4.219    0.371  0.038
  0.10    0.1154    4.923    4.923    1.174  0.106
  1.00    1.1538    7.256    7.256    3.713  0.241
 10.00   11.5385   15.037   15.037   11.740  0.384
100.00  115.3846   40.276   40.274   37.126  0.460
diffusion length sqrt(D tau), 10 ps = 2.15 nm
diffusion length sqrt(D tau), 100 ns = 215 nm
short expansion coefficient, quadrature = 0.7523
long expansion offset, quadrature = 0.7879
limiting laws cross at tau = 1.103 ns
F_m/F_0 at the crossing = 1.906
F_m 10% above plateau at tau = 15.0 ps
F_m 10% above long law at tau = 72.6 ns
largest excess of summed laws = 5.00 %
Threshold factors below: first 10 ps, then 100 ns
half absorption length: 0.538, 0.960
double conductivity: 1.032, 1.381
Gaussian pulse, same FWHM: 1.046, 1.266
thick silica cover: 1.191, 2.548
k doubling up to melting: 1.022, 1.240
spot of 1/e2 radius 1000 nm: 1.000, 1.122
Other neglected effects
silica interface factor 1+e_cover/e_layer = 2.695
500 nm layer, 100 ns, insulated back: -0.076 %
500 nm layer, 100 ns, cold back: +0.076 %
100 nm layer, 100 ns, insulated back: 18.91 mJ/cm2
100 nm layer, 100 ns, cold back: 112.32 mJ/cm2
lattice delay 1 ps, 10 ps pulse: factor 1.0222
excited carriers, 10 ps pulse: < 3.40e+20 cm^-3
their permittivity change = -0.195
reflectivity lower by 0.05: -11.1 %
start 50 K warmer: -8.3 %
superheating by 100 K: +16.7 %
latent heat / heat to reach melting = 1.03
air effusivity / layer effusivity = 0.63 %
radiated / absorbed energy, 100 ns: < 2.3e-05
\end{verbatim}
